# Phonon energy from the temperature dependence of a scattering rate

## Problem

Electrons in a silicon channel lie beneath a polar gate oxide. Vibrations of the oxide produce an electric field that reaches into the channel and scatters the electrons. Suppose that the rate \(\Gamma\) at which an electron scatters by **absorbing** a phonon is four times as large at 300 K as at 150 K.

Assume that one phonon branch is responsible, that all its phonons have the same energy \(E=\hbar\omega\) at both temperatures, and that the phonons are in thermal equilibrium. Everything in the rate other than the phonon population is first taken to be independent of temperature.

(a) Show how the absorption rate depends on temperature.

(b) Find \(E\).

(c) Is the answer unique, and how strongly does it react to an error in the ratio?

(d) Electrons with enough kinetic energy can also emit phonons. Does this change the ratio of the mean scattering rates?

(e) In a gate stack the coupling itself can depend on temperature. How far can this mislead the inference?

Gaussian units are used in the algebra. The numbers are in meV, nm, K and cm²/Vs.

## Hints

1. The coupling is linear in the displacement of an oscillator. Ask how the strength of the transition \(n\to n-1\) grows with \(n\), then average over \(n\).

2. One temperature is twice the other. Call the exponential at the higher temperature \(y\); the exponential at the lower one is then a power of \(y\).

3. For (c), look at the classical limit \(E\to0\), and differentiate the result of (b).

4. For (d), a two-dimensional parabolic band has a constant density of states. Find the fraction of electrons whose kinetic energy exceeds \(E\).

5. For (e), multiply the ratio of phonon populations by an unknown factor \(p\) and solve again.

## Solution

### (a) The absorption rate follows the phonon population

The displacement of an oscillator is proportional to \(a+a^\dagger\), where \(a\) removes one quantum and \(a^\dagger\) adds one. Absorption by the electron takes the oscillator from \(|n\rangle\) to \(|n-1\rangle\), so only \(a\) contributes. Since \(a|n\rangle\) is a multiple of \(|n-1\rangle\), the squared matrix element equals the squared length of \(a|n\rangle\):

\[
|\langle n-1|a|n\rangle|^2=\langle n|a^\dagger a|n\rangle=n .
\]

For emission the same argument, with \(aa^\dagger=a^\dagger a+1\), gives

\[
|\langle n+1|a^\dagger|n\rangle|^2=\langle n|aa^\dagger|n\rangle=n+1 .
\]

By Fermi's golden rule the rate is proportional to the squared matrix element. Averaging over the thermal distribution of \(n\) therefore gives

\[
\Gamma(T)=C\,N(T),\qquad N=\langle n\rangle ,
\]

where \(C\) contains the coupling strength and the density of final electron states. The emission rate has \(N+1\) in place of \(N\).

To find \(N\), put \(x=E/k_BT\). The zero-point energy is common to all levels and cancels from the probabilities, which are \(e^{-nx}/Z\) with

\[
Z=\sum_{n=0}^{\infty}e^{-nx}=\frac{1}{1-e^{-x}} .
\]

Differentiating the sum with respect to \(x\) brings down a factor \(-n\), so that

\[
N=-\frac{d\ln Z}{dx}=\frac{d}{dx}\ln(1-e^{-x})
=\frac{e^{-x}}{1-e^{-x}}=\frac{1}{e^{x}-1}.
\]

This is the Bose occupation.

### (b) The phonon energy

Let \(T_1=150\) K, \(T_2=2T_1=300\) K and

\[
y=e^{E/k_BT_2}.
\]

Because \(1/T_1=2/T_2\), the exponential at the lower temperature is \(e^{E/k_BT_1}=y^2\). The constant \(C\) cancels from the ratio:

\[
R=\frac{\Gamma(T_2)}{\Gamma(T_1)}
=\frac{1/(y-1)}{1/(y^2-1)}
=\frac{(y-1)(y+1)}{y-1}=y+1 .
\]

The division is allowed because \(E>0\) means \(y>1\). Hence \(y=R-1\), and taking the logarithm gives

\[
\boxed{E=k_BT_2\ln(R-1)},\qquad T_2=2T_1 .
\]

For \(R=4\) the logarithm is \(\ln3=1.0986\). The thermal energy at 300 K is 25.852 meV, so

\[
E=25.852\ \text{meV}\times1.0986=28.40\ \text{meV},
\]

or \(4.550\times10^{-21}\) J. The occupations confirm it. At 300 K, \(y=3\) and \(N=1/(3-1)=0.5\). At 150 K, \(y^2=9\) and \(N=1/(9-1)=0.125\). Their ratio is 4.

For an absorption rate of \(1.0\times10^{12}\) s⁻¹ at 150 K, which is a chosen value, the constant is \(C=10^{12}/0.125=8\times10^{12}\) s⁻¹, and the rate at 300 K is \(4\times10^{12}\) s⁻¹. The inferred energy does not depend on this choice, since it follows from the ratio alone.

### (c) Uniqueness, limits and sensitivity

The ratio \(R=1+e^{E/k_BT_2}\) rises steadily with \(E\), so each \(R>2\) belongs to one energy.

In the classical limit \(E\ll k_BT_1\), the expansion \(e^x-1\approx x\) gives \(N\approx k_BT/E\). The population is then proportional to temperature and \(R\to2\). A ratio of 2 or less cannot come from this model with a positive phonon energy.

In the opposite limit, \(E\gg k_BT_2\), the 1 in \(R=1+y\) is negligible and \(R\approx e^{E/k_BT_2}\). This is thermally activated behaviour. Using it here would put \(\ln4\) in place of \(\ln3\) and overestimate the energy, because with \(y=3\) the 1 is not small.

The fourfold rise thus lies between the two limits. At 150 K the thermal energy, 12.926 meV, is less than half the phonon energy, and the mode is largely frozen out. At 300 K the two energies are comparable.

For the sensitivity, differentiate the boxed result at fixed temperatures:

\[
\frac{dE}{dR}=\frac{k_BT_2}{R-1}
=\frac{25.852\ \text{meV}}{3}=8.617\ \text{meV}.
\]

An error of 10% in the ratio means \(\Delta R=0.4\), and to first order shifts the energy by \(0.4\times8.617=3.45\) meV, about 12% of \(E\). If each rate has an independent error of 3%, the ratio is uncertain by about 4% and the energy by about 1.5 meV. Such data justify "about 28 meV", without decimals.

### (d) What emission does to the mean rate

An electron can emit a phonon if its kinetic energy \(\varepsilon\) is at least \(E\). Take a parabolic two-dimensional band with few enough electrons for Boltzmann statistics. The density of states is constant, so the normalized distribution of kinetic energies is \(e^{-\varepsilon/k_BT}/k_BT\), and the fraction able to emit is

\[
\int_E^\infty\frac{d\varepsilon}{k_BT}\,e^{-\varepsilon/k_BT}=e^{-x}.
\]

This is \(1/9=11.1\%\) at 150 K and \(1/3=33.3\%\) at 300 K. Emission is not negligible, particularly because its strength is \(N+1\).

Let the coupling be independent of wave vector. Since the density of final states is also constant, emission and absorption have the same \(C\). The mean emission rate is then \(C(N+1)e^{-x}\). From the Bose formula,

\[
N+1=\frac{1}{e^x-1}+1=\frac{e^x}{e^x-1}=e^xN ,
\]

and therefore

\[
C(N+1)e^{-x}=CN .
\]

Mean emission equals mean absorption. This is detailed balance: in equilibrium the electrons give as many quanta to the phonons as they take. The mean total rate is \(2CN\), and its ratio between the two temperatures is still 4. The inference in (b) thus survives emission if the given quantity is a scattering rate averaged over all electrons. Variation 1 shows that it does not survive for a mobility.

### (e) A coupling that changes with temperature

Let \(p=C(T_2)/C(T_1)\). The ratio becomes \(R=p(1+y)\), so \(y=R/p-1\) and

\[
E=k_BT_2\ln\!\left(\frac Rp-1\right),\qquad R>2p .
\]

If the prefactor grows by 10%, then \(p=1.1\) and the fourfold rise corresponds to 25.06 meV instead of 28.40 meV.

There are physical reasons for \(p\) to differ from 1. Consider an oxide vibration whose potential varies along the interface as \(e^{i\mathbf q\cdot\mathbf r}\). Outside the oxide, in the absence of channel charge, the potential obeys Laplace's equation, and the solution that vanishes far away falls as \(e^{-qz}\). The scattering rate contains its square, \(e^{-2qd}\), at distance \(d\).

The amplitude \(\phi_0\) at the interface also depends on \(q\). The field energy per area is proportional to

\[
\int_0^\infty(q^2+q^2)|\phi_0|^2e^{-2qz}\,dz=q|\phi_0|^2 .
\]

If this energy is a fixed fraction of one quantum, then \(|\phi_0|^2\propto1/q\). The squared coupling is therefore proportional to \(e^{-2qd}/q\). Warmer electrons have other wave vectors and so sample another mean coupling.

The channel electrons also screen the potential. Let \(U\) be the total potential energy of an electron and \(U_0\) the part due to the oxide. For a slowly varying static potential the electron density changes by \(\delta n=-(dn/d\mu)U\), with \(\mu\) the chemical potential. In a medium of mean permittivity \(\kappa\), a sheet of this charge produces the potential energy \(2\pi e^2\delta n/(\kappa q)\). Thus

\[
U=U_0-\frac{q_s}{q}U,\qquad q_s=\frac{2\pi e^2}{\kappa}\frac{dn}{d\mu},
\]

and hence

\[
U=\frac{q}{q+q_s}\,U_0 .
\]

Squaring the last factor and multiplying by the bare coupling gives a rate weight \(q\,e^{-2qd}/(q+q_s)^2\).

For numbers, take rough values for a silicon channel: mass \(0.19\,m\), with \(m\) the free-electron mass, two equivalent valleys, \(d=2.0\) nm and \(\kappa=7.8\). This \(\kappa\) is the mean of silicon (11.7) and silicon dioxide (3.9), which holds for a sheet lying at the interface. A sheet 2 nm inside silicon sees an effective value of about 10.5 to 12.6 at the wave vectors that matter here, depending on the oxide, and this lowers the last entry of the list below from 46 meV to 43–44 meV. An electron at the band bottom that absorbs a phonon of 28.40 meV acquires the wave vector \(\sqrt{2(0.19m)E}/\hbar=0.376\) nm⁻¹, which sets the scale of \(q\). At a density of \(10^{12}\) cm⁻², \(q_s\) falls from 0.710 nm⁻¹ at 150 K to 0.398 nm⁻¹ at 300 K, because the warmer electron gas is less easily rearranged. At this one \(q\), the screening factor in the rate changes by

\[
\left(\frac{0.376+0.710}{0.376+0.398}\right)^2\approx2.0 .
\]

Taken at face value, this is as large an effect as the classical doubling of the phonon population. But the formula assumes a slowly varying potential, and here \(q\) exceeds the thermal wave vector \(\sqrt{2(0.19m)k_BT}/\hbar\), which is 0.254 nm⁻¹ at 150 K and 0.359 nm⁻¹ at 300 K. The formula therefore overestimates the screening.

A full average runs over electron energies and scattering angles. It can also include Pauli blocking, the rule that an occupied final state is closed. The list holds the true mode at 28.40 meV, uses the static long-wavelength formula wherever screening is included, and gives the absorption-rate ratio, followed by the energy that the boxed formula would return from it:

- remote coupling, very low density: 3.914, 27.6 meV;
- Pauli blocking alone, \(10^{12}\) cm⁻²: 3.955, 28.0 meV;
- remote coupling, screening and blocking, \(10^{11}\) cm⁻²: 4.757, 34.2 meV;
- the same three effects, \(10^{12}\) cm⁻²: 6.950, 46.1 meV.

The first two effects shift the energy by less than 1 meV. With static long-wavelength screening, the last case has \(p=6.950/4\approx1.7\), and the simple rule would overestimate the true energy by about 60%. This is not a prediction for a device. The potential varies too rapidly in space for the formula, and it oscillates at the phonon frequency, so the electrons do not follow it as they follow a static field. With both taken into account the shift can be much smaller, and even its sign can change. The two screened cases show how strongly the inference depends on the model of screening.

**Comparison with real gate stacks.** Hafnium-based oxides have several polar modes, with soft ones at roughly ten to a few tens of meV, so an effective energy of 28 meV is plausible in size but does not identify a mode. The distance to the oxide depends on the channel doping. At \(10^{12}\) cm⁻² the electrons in a bulk silicon channel lie on average about 2 nm or more below the surface for acceptor doping up to about \(10^{17}\) cm⁻³, but only about 1.1 to 1.6 nm for \(10^{18}\) to \(5\times10^{18}\) cm⁻³; a silicon dioxide interlayer adds to this. The single two-valley band is also an idealization: at \(10^{17}\) cm⁻³ the lowest subband holds about 80% of the electrons at 150 K and about half at 300 K, a change with temperature that the values of \(p\) above leave out. The density of \(10^{12}\) cm⁻² is low for a transistor that is fully on, where about \(10^{13}\) cm⁻² is typical; there the electron gas is degenerate and the numbers above should not be extrapolated. Even at \(10^{12}\) cm⁻² and 150 K the states at the band edge are 39% filled, so the Boltzmann statistics of part (d) and Variation 1 are already marginal; the list in part (e) uses Fermi statistics. Real channels also have charged defects, interface roughness, silicon phonons and further occupied subbands. The effect of a changing coupling remains uncertain here: the static long-wavelength estimate moves the inferred energy from 28 to 46 meV, but a reliable correction needs the screening at the actual wave vector and phonon frequency.

## Variation 1: the mobility is given instead of the rate

*For the same mode, find the ratio of the phonon-limited mobilities at 150 K and 300 K when emission is included. Use Boltzmann statistics and a coupling independent of wave vector.*

Let \(m_c=0.19m\) be the channel mass. A weak field \(F\) changes the electron distribution \(f_0\). Writing the force as \(eF\) along \(x\), the steady relaxation-time equation gives

\[
\delta f=eF\tau v_x\left(-\frac{df_0}{d\varepsilon}\right).
\]

The mean drift velocity is the average of \(v_x\) over \(\delta f\). In two dimensions the angular average of \(v_x^2\) is \(v^2/2=\varepsilon/m_c\). For \(f_0\propto e^{-\varepsilon/k_BT}\), \(-df_0/d\varepsilon=f_0/k_BT\). With \(u=\varepsilon/k_BT\), dividing the drift velocity by \(F\) gives

\[
\mu_{\rm mob}=\frac{e}{m_c}\langle\tau\rangle,\qquad
\langle\tau\rangle=\int_0^\infty u\,\tau(u)e^{-u}\,du .
\]

The coupling scatters equally into all directions. Electrons scattered into a state then bring no net contribution from \(\delta f\), which is odd in direction, so \(\tau\) is the inverse of the total outgoing rate:

\[
\tau=\frac{1}{CN}\ (u<x),\qquad
\tau=\frac{1}{C(2N+1)}\ (u>x).
\]

Integration by parts gives the weight of the upper range,

\[
A=\int_x^\infty u e^{-u}\,du=(1+x)e^{-x},
\]

and the lower range has weight \(1-A\). Hence

\[
\langle\tau\rangle=\frac1C\left[\frac{1-A}{N}+\frac{A}{2N+1}\right]
=\frac{1}{CN}\left[1-A\,\frac{N+1}{2N+1}\right].
\]

The last bracket is the reduction of mobility due to emission.

At 150 K, \(x=2.197\) and \(A=3.197/9=0.355\), so the bracket is \(1-0.355\times1.125/1.25=0.680\). At 300 K, \(x=1.099\) and \(A=2.099/3=0.700\), so it is \(1-0.700\times1.5/2=0.475\). Absorption alone would give mobilities of about 9300 and 2300 cm²/Vs. Emission reduces them to about 6300 and 1100 cm²/Vs. The ratio is

\[
\frac{\mu_{\rm mob}(150\ \text K)}{\mu_{\rm mob}(300\ \text K)}
=4\times\frac{0.680}{0.475}\approx5.72 .
\]

Putting this ratio into the boxed formula would return 40.1 meV for a mode of 28.4 meV. The mean rate counts all electrons equally, whereas the mobility averages the inverse rate and gives more weight to fast electrons. To infer \(E\) from a mobility ratio, one must solve the expression for \(\langle\tau\rangle\) numerically.

These mobilities follow from the chosen absorption rate. They are well above those of typical silicon channels under high-k oxides, which are roughly a few hundred cm²/Vs at room temperature, where the other scattering processes also act.

## Variation 2: part of the rate comes from acoustic phonons

*At 300 K a fraction \(s=0.20\) of the total rate is due to acoustic phonons, whose contribution is proportional to \(T\). The remainder is absorption from the mode of 28.4 meV. What ratio is observed, and how can the mode's own ratio be recovered?*

Independent scattering rates add. Set the total at 300 K to 1. On cooling to 150 K the acoustic part \(s\) halves, and the optical part \(1-s\) falls by its own ratio \(R_{\rm o}=4\). The total at 150 K is therefore

\[
\frac1R=\frac{1-s}{R_{\rm o}}+\frac s2
=\frac{0.80}{4}+\frac{0.20}{2}=0.30 ,
\]

and \(R=3.333\). Treating this as the ratio of a single mode would give

\[
E=25.852\ \text{meV}\times\ln(2.333)=21.9\ \text{meV},
\]

which is too low by about 23% of the true energy. The acoustic part merely doubles between the two temperatures and so pulls the ratio towards 2.

If \(s\) is known, the first equation can be solved for the optical ratio:

\[
R_{\rm o}=\frac{1-s}{1/R-s/2}
=\frac{0.80}{0.30-0.10}=4 .
\]

The boxed formula applied to \(R_{\rm o}\) then returns 28.4 meV. The correction requires \(1/R>s/2\), since the optical part at 150 K must be positive. It also requires \(s\) from separate information: two total rates give one ratio, which cannot fix both the phonon energy and the acoustic share.

The main results of the solution and both variations are listed in the numerical output; the intermediate values follow from them by the arithmetic shown.

## Table of computed values

```
Lower and upper temperature: 150, 300 K
Given rate ratio: 4.00
Thermal energy at 150 K: 12.926 meV
Thermal energy at 300 K: 25.852 meV
E/(k_B T) at 300 K: 1.0986
Inferred phonon energy: 28.40 meV
Inferred phonon energy: 4.550e-21 J
Energy from numerical root: 28.40 meV
Bose occupation at 150 K: 0.1250
Bose occupation at 300 K: 0.5000
Occupation ratio near zero phonon energy: 2.008
Sensitivity dE/dR: 8.617 meV per unit ratio
Energy shift for 10% ratio error: 3.45 meV
Energy if prefactor grows by 10%: 25.06 meV
Absorption rate at 150 K: 1.00e+12 1/s
Absorption rate at 300 K: 4.00e+12 1/s
Prefactor C: 8.00e+12 1/s
Channel mass: 0.19 electron masses
Carrier-oxide distance: 2.0 nm
Mean relative permittivity: 7.8
150 K, carriers able to emit: 11.1 %
150 K, mobility, absorption only: 9257 cm2/Vs
150 K, mobility with emission: 6297 cm2/Vs
150 K, 1e+11 cm^-2, screening wave vector: 0.088 1/nm
150 K, 1e+12 cm^-2, screening wave vector: 0.710 1/nm
300 K, carriers able to emit: 33.3 %
300 K, mobility, absorption only: 2314 cm2/Vs
300 K, mobility with emission: 1100 cm2/Vs
300 K, 1e+11 cm^-2, screening wave vector: 0.044 1/nm
300 K, 1e+12 cm^-2, screening wave vector: 0.398 1/nm
Phonon wave vector sqrt(2mE)/hbar: 0.376 1/nm
Mean total-rate ratio with emission: 4.000
Acoustic share at 300 K: 20 %
Ratio, and energy the simple rule would return:
  mobility used as rate: 5.724, 40.1 meV
  remote coupling, dilute: 3.914, 27.6 meV
  Pauli blocking, 1e12 cm^-2: 3.955, 28.0 meV
  remote+screening+blocking, 1e11 cm^-2: 4.757, 34.2 meV
  remote+screening+blocking, 1e12 cm^-2: 6.950, 46.1 meV
  acoustic admixture: 3.333, 21.9 meV
```
